# Why Fick's law survives the ballistic crossover in a two-stream model: a numerical check

```python
"""
Result under test: in the steady, field-free two-stream model
    J = -D dn/dx,  D = v*lam/2,  at every ratio of length to free path,
and injected fluxes F_L, F_R give J = (F_L - F_R)*lam/(lam + L).
Fplus, Fminus : right- and left-moving particle fluxes; J = Fplus - Fminus
n = (Fplus + Fminus)/v : density;  v : one-way mean speed
lam : mean free path for reversal of direction;  L or width : slab length
Equilibrium density of a contact injecting F_L is 2*F_L/v.
Example: electrons in a thin uniform p-type silicon transistor base.
All internal quantities are SI unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, toeplitz
from scipy.special import expn


def random_flights(length, count, rng):
    """Exponential flights with reversal; lengths in units of lam."""
    planes = np.array([0.25, 0.75]) * length
    up, down = np.zeros(2), np.zeros(2)
    position = np.zeros(count)
    direction, path, transmitted = 1, 0.0, 0
    while position.size:
        flight = rng.exponential(size=position.size)
        end = np.clip(position + direction * flight, 0.0, length)
        path += np.abs(end - position).sum()
        for k, plane in enumerate(planes):
            if direction > 0:
                up[k] += np.sum((position < plane) & (end >= plane))
            else:
                down[k] += np.sum((position > plane) & (end <= plane))
        transmitted += np.sum(end >= length)
        position = end[(end > 0.0) & (end < length)]
        direction = -direction
    return transmitted / count, planes, (up + down) / count, path / count


def stream_current(matrix, length, left, right=0.0, reflect=0.0):
    """Net flux at x=0 for injected fluxes and a reflecting right side."""
    p = expm(matrix * length)
    returned = (right + (reflect * p[0, 0] - p[1, 0]) * left) / (
        p[1, 1] - reflect * p[0, 1])
    return left - returned


def angular_slab(depth, cells):
    """Isotropic scattering in 3D, isotropic injection on the left.
    depth is in units of the total scattering free path."""
    h = depth / cells
    e3 = expn(3, np.arange(cells + 1) * h)
    row = np.empty(cells)
    row[0] = 1.0 - (0.5 - e3[1]) / h
    row[1:] = (e3[:-2] - 2 * e3[1:-1] + e3[2:]) / (2 * h)
    first = 2 * (e3[:-1] - e3[1:])
    collisions = np.linalg.solve(np.eye(cells) - toeplitz(row), first)
    escape = (e3[:-1] - e3[1:])[::-1] / (2 * h)
    transmission = 2 * e3[-1] + collisions @ escape
    slope = np.gradient(collisions / h, h)
    return transmission, -slope / (3 * transmission)


# Rough typical inputs for a thin silicon transistor base
temperature = 300.0
width = 20e-9
mobility = 300e-4
acceptors = 1e25
density_eq = 1e23
lifetime = 10e-9
mass_long, mass_trans = 0.92, 0.19
collector_field = 0.2e8          # V/m, equal to 0.2 MV/cm
frequency = 100e9
built_in_drop = 0.010            # eV, aiding the electrons
hot_temperature = 400.0
mobility_exponent = -1.5

q, kB, hbar = const.e, const.k, const.hbar
thermal = kB * temperature
mass_ratio = 3 / (1 / mass_long + 2 / mass_trans)
mass = mass_ratio * const.m_e
speed = np.sqrt(2 * thermal / (np.pi * mass))
diffusivity = mobility * thermal / q
lam = 2 * diffusivity / speed
ratio = width / lam

# One-way thermal speed from the Maxwell distribution
top = quad(lambda s: s * np.exp(-s * s / 2), 0, 12)[0]
bottom = quad(lambda s: np.exp(-s * s / 2), 0, 12)[0]
assert abs(top / bottom * np.sqrt(thermal / mass) / speed - 1) < 1e-8

# Random flights: tolerances are several times the sampling error
rng = np.random.default_rng(12345)
table = []
for length in (0.1, 1.0, 10.0, ratio):
    sim, planes, total, path = random_flights(length, 1000000, rng)
    formula = 1 / (1 + length)
    slope = (total[1] - total[0]) / (planes[1] - planes[0])
    fick = -0.5 * slope / sim
    assert abs(sim / formula - 1) < 0.02
    assert abs(fick - 1) < 0.04
    # Profile meets the equilibrium densities lam/2 outside the walls
    assert abs(total[0] + slope * (-0.5 - planes[0]) - 2) < 0.04
    assert abs(total[1] + slope * (length + 0.5 - planes[1])) < 0.04
    # Actual wall densities in Fick's law also give the right current
    wall_left, wall_right = 1 + (1 - sim), sim
    assert abs((wall_left - wall_right) / (2 * length) / sim - 1) < 0.03
    # Equilibrium densities at the walls give too much current
    fixed = 0.5 * (2 - 0) / length
    assert abs(fixed / sim / (1 + 1 / length) - 1) < 0.02
    if length < 1:
        assert fixed > 1 and sim < 1
    # Stored particles divided by current, in units of lam/v
    assert abs(path / sim / (length**2 + length) - 1) < 0.03
    table.append((length, sim, formula, fick, fixed))

# Injection from both sides
static = np.array([[-1.0, 1.0], [-1.0, 1.0]]) / lam
both = stream_current(static, width, 1.0, right=0.3)
assert abs(both - 0.7 * lam / (lam + width)) < 1e-10

# Time-dependent flow: Fick's law acquires a relaxation term
relax = lam / (2 * speed)
s = 2j * np.pi * frequency
moving = static + np.diag([-s / speed, s / speed])
start, dx = np.array([1.0, 0.3]), width * 1e-4
before = expm(moving * (width / 2 - dx)) @ start
middle = expm(moving * width / 2) @ start
after = expm(moving * (width / 2 + dx)) @ start
gradient = (after.sum() - before.sum()) / (2 * dx * speed)
dynamic = -diffusivity * gradient / (middle[0] - middle[1])
assert abs(dynamic - (1 + s * relax)) < 1e-5
assert abs(dynamic - 1) > 1e-2

# Main example
transmission = lam / (lam + width)
flux_left = density_eq * speed / 2
current = q * flux_left * transmission
wrong_current = q * diffusivity * density_eq / width
wall_right = flux_left * transmission / speed
wall_left = density_eq - wall_right
transit_diff = width**2 / (2 * diffusivity)
transit_ball = width / speed
transit = transit_diff + transit_ball

# Angular spread at the same v and bulk D: total free path is 3*lam/4
milne_int = quad(lambda x: 3 / x**2 - 1 / (1 - x / np.tan(x)),
                 0.01, np.pi / 2)[0] + 0.2 * 0.01
milne = 6 / np.pi**2 + milne_int / np.pi
thick = angular_slab(10.0, 600)[0]
assert abs(4 / (3 * thick) - 10.0 - 2 * milne) < 5e-3
angular, local = angular_slab(width / (0.75 * lam), 600)
coarse = angular_slab(width / (0.75 * lam), 300)[0]
assert abs(angular - coarse) < 1e-4
local_mid, local_wall = local[300], local[30]

# Elastic channels with lam(E) proportional to E or E^2, same thick limit.
# Free paths are integrated in units of lam, so the integrand is of order 1.
spread = []
for power, norm in ((1, 2.0), (2, 6.0)):
    mean_path_ratio = quad(lambda e: e * np.exp(-e) * e**power / norm,
                           0, 60)[0]
    assert abs(mean_path_ratio - 1) < 1e-7
    value = quad(lambda e: e * np.exp(-e) * e**power
                 / (e**power + norm * ratio), 0, 60)[0]
    spread.append(value / transmission - 1)

# Silicon valleys: averaged one-way speed at the same D and density
valley_speed = np.sqrt(2 * thermal / (np.pi * const.m_e)) * (
    1 / np.sqrt(mass_long) + 2 / np.sqrt(mass_trans)) / 3
valley_lam = 2 * diffusivity / valley_speed
valley_change = (width + lam) / (width + valley_lam) - 1

# Warm device at the same equilibrium density
warm = []
for exponent in (0.0, mobility_exponent):
    scale = hot_temperature / temperature
    hot_d = diffusivity * scale ** (1 + exponent)
    hot_lam = 2 * hot_d / (speed * np.sqrt(scale))
    warm.append(hot_d / (width + hot_lam)
                / (diffusivity / (width + lam)) - 1)

# Backscattering within the first thermal-energy drop of the collector
layer = thermal / (q * collector_field)
reflect = layer / (layer + lam)
collector = stream_current(static, width, 1.0, reflect=reflect)
assert abs(collector - lam / (lam + width + layer)) < 1e-10


def field_current(drop):
    """Weak aiding force; drop is total potential drop over thermal energy."""
    g = drop / width
    a, b = 1 / lam - g / 2, 1 / lam + g / 2
    assert a > 0
    return stream_current(np.array([[-a, b], [-a, b]]), width, 1.0)


drop = built_in_drop * q / thermal
field = field_current(drop)
drift_diffusion = 2 / (1 + np.exp(-drop)
                       + 2 * ratio * (1 - np.exp(-drop)) / drop)
assert abs(field - drift_diffusion) < 1e-9
self_drop = np.log((acceptors + wall_left) / (acceptors + wall_right))
self_field = field_current(self_drop)

# Degeneracy: leading correction to D/mobility for six valleys
dos_mass = 6 ** (2 / 3) * (mass_long * mass_trans**2) ** (1 / 3)
states = 2 * (dos_mass * const.m_e * thermal
              / (2 * np.pi * hbar**2)) ** 1.5
degeneracy = density_eq / (states * 2**1.5)

# Thermal average of the interference phase for one round trip of the base
phase = 2 * width * np.sqrt(2 * mass * thermal) / hbar
real = quad(lambda y: 2 * y * np.exp(-y * y) * np.cos(phase * y),
            0, 8, limit=300)[0]
imag = quad(lambda y: 2 * y * np.exp(-y * y) * np.sin(phase * y),
            0, 8, limit=300)[0]
interference = np.hypot(real, imag)
de_broglie = np.sqrt(2 * np.pi) * hbar / np.sqrt(mass * thermal)

print("RANDOM FLIGHTS, F_R = 0 (all columns dimensionless)")
print("L/lam  J/F_L sim  J/F_L formula  -Dn'/J sim  J/F_L fixed n")
for entry in table:
    print("%6.3f  %8.4f  %8.4f  %8.4f  %8.4f" % entry)
print("INPUTS (rough typical values)")
print(f"temperature: {temperature:.0f} K")
print(f"base width: {width*1e9:.1f} nm")
print(f"electron mobility: {mobility*1e4:.0f} cm2/Vs")
print(f"acceptor density: {acceptors*1e-6:.1e} cm-3")
print(f"emitter equilibrium density: {density_eq*1e-6:.2e} cm-3")
print(f"longitudinal, transverse mass: {mass_long}, {mass_trans} m_e")
print("MAIN EXAMPLE")
print(f"conductivity mass: {mass_ratio:.4f} m_e")
print(f"thermal energy: {thermal/q:.5f} eV")
print(f"one-way speed v: {speed*100:.3e} cm/s")
print(f"diffusivity D: {diffusivity*1e4:.3f} cm2/s")
print(f"reversal free path lam: {lam*1e9:.2f} nm")
print(f"transmission J/F_L: {transmission:.4f}")
print(f"injected current density: {q*flux_left*1e-9:.4f} mA/um2")
print(f"net current density: {current*1e-9:.4f} mA/um2")
print(f"fixed-density current: {wrong_current*1e-9:.4f} mA/um2")
print(f"fixed-density excess factor: {wrong_current/current:.4f}")
print(f"density at emitter wall: {wall_left*1e-6:.3e} cm-3")
print(f"density at collector wall: {wall_right*1e-6:.3e} cm-3")
print(f"transit W^2/(2D): {transit_diff*1e12:.4f} ps")
print(f"transit W/v: {transit_ball*1e12:.4f} ps")
print(f"total transit time: {transit*1e12:.4f} ps")
print("NEGLECTED EFFECTS (change of current unless named)")
print(f"angular spread: {100*(angular/transmission-1):.2f} %")
print(f"angular -Dn'/J, middle: {local_mid:.4f}")
print(f"angular -Dn'/J, 1 nm from wall: {local_wall:.4f}")
print(f"Milne length / total free path: {milne:.4f}")
print(f"lam proportional to E: {100*spread[0]:.2f} %")
print(f"lam proportional to E^2: {100*spread[1]:.2f} %")
print(f"anisotropic valleys, same n and D: {100*valley_change:.2f} %")
print(f"{hot_temperature:.0f} K, same mobility: {100*warm[0]:.2f} %")
print(f"{hot_temperature:.0f} K, mobility T^{mobility_exponent}: "
      f"{100*warm[1]:.2f} %")
print(f"collector field assumed: {collector_field*1e-8:.2f} MV/cm")
print(f"collector thermal layer: {layer*1e9:.3f} nm")
print(f"collector backscatter: {100*(collector/transmission-1):.2f} %")
print(f"self-field: {100*(self_field/transmission-1):.3f} %")
print(f"{built_in_drop*1000:.0f} meV aiding drop: "
      f"{100*(field/transmission-1):.2f} %")
print(f"recombined fraction, {lifetime*1e9:.0f} ns life: "
      f"{transit/lifetime:.2e}")
print(f"degeneracy correction to D/mobility: {100*degeneracy:.3f} %")
print(f"thermal de Broglie length: {de_broglie*1e9:.2f} nm")
print(f"averaged interference factor: {interference:.4f}")
print(f"flux relaxation time lam/(2v): {relax*1e12:.4f} ps")
print(f"omega*tau at {frequency*1e-9:.0f} GHz: {abs(s)*relax:.4f}")
print("PASS")
```

Output:

```
RANDOM FLIGHTS, F_R = 0 (all columns dimensionless)
L/lam  J/F_L sim  J/F_L formula  -Dn'/J sim  J/F_L fixed n
 0.100    0.9090    0.9091    1.0060   10.0000
 1.000    0.4996    0.5000    1.0019    1.0000
10.000    0.0909    0.0909    0.9984    0.1000
 1.365    0.4224    0.4229    1.0064    0.7327
INPUTS (rough typical values)
temperature: 300 K
base width: 20.0 nm
electron mobility: 300 cm2/Vs
acceptor density: 1.0e+19 cm-3
emitter equilibrium density: 1.00e+17 cm-3
longitudinal, transverse mass: 0.92, 0.19 m_e
MAIN EXAMPLE
conductivity mass: 0.2583 m_e
thermal energy: 0.02585 eV
one-way speed v: 1.059e+07 cm/s
diffusivity D: 7.756 cm2/s
reversal free path lam: 14.65 nm
transmission J/F_L: 0.4229
injected current density: 0.8480 mA/um2
net current density: 0.3586 mA/um2
fixed-density current: 0.6213 mA/um2
fixed-density excess factor: 1.7327
density at emitter wall: 7.886e+16 cm-3
density at collector wall: 2.114e+16 cm-3
transit W^2/(2D): 0.2579 ps
transit W/v: 0.1889 ps
total transit time: 0.4468 ps
NEGLECTED EFFECTS (change of current unless named)
angular spread: -2.60 %
angular -Dn'/J, middle: 1.0487
angular -Dn'/J, 1 nm from wall: 1.3037
Milne length / total free path: 0.7104
lam proportional to E: -10.51 %
lam proportional to E^2: -28.64 %
anisotropic valleys, same n and D: -2.00 %
400 K, same mobility: 25.15 %
400 K, mobility T^-1.5: -3.16 %
collector field assumed: 0.20 MV/cm
collector thermal layer: 1.293 nm
collector backscatter: -3.60 %
self-field: 0.287 %
10 meV aiding drop: 19.95 %
recombined fraction, 10 ns life: 4.47e-05
degeneracy correction to D/mobility: 0.129 %
thermal de Broglie length: 8.47 nm
averaged interference factor: 0.0073
flux relaxation time lam/(2v): 0.0692 ps
omega*tau at 100 GHz: 0.0435
PASS
```
